**Aluminium depletion time of an oxidising alloy sheet**

The program tests t_B = (1/k)[ρL(c₀ − c_b)/(s(1 − c_b))]², the time at which the mean aluminium mass fraction of a sheet oxidised on both faces falls from c₀ to c_b. Here k is the parabolic constant for oxygen mass gain, ρ the alloy density, L the half thickness and s the aluminium mass consumed per oxygen mass. It asserts agreement with a numerical integration of the growth law that counts atoms, including attack on one face and the convention w² = 2kt, where w is the oxygen gain per face area. A finite-volume diffusion solution tests the earlier time at which the alloy surface reaches c_b, for two diffusivities, and the early drop in surface content. A time march through repeated scale loss tests the spalling formula for two periods, using the mean aluminium content as criterion. The output gives t_B = 1.67×10⁸ s for the intact scale, 1.59×10⁸ s for the surface criterion and 1.29×10⁷ s for complete scale loss every 10⁶ s. The gas-supply limit is not part of the program.

## Numerical check

```python
"""Time for an alumina-forming alloy sheet to exhaust its aluminium.

Result under test, for attack on both faces of a sheet of half thickness L:
    t_B = (1/k) * [rho*L*(c0-cb) / (s*(1-cb))]**2,   s = 2*M_Al/(3*M_O)
k   : parabolic constant, (oxygen gain per face area)**2 = k*time
rho : alloy density; c0, cb : initial and threshold Al mass fractions
s   : mass of aluminium consumed per mass of oxygen taken up
Also tested: the earlier time at which the alloy SURFACE reaches cb when
the alloy diffusivity D is finite, and the time when the scale spalls
completely after every period tau (criterion: mean Al content).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from pyscf.data.elements import MASSES

M_O, M_AL = MASSES[8], MASSES[13]
ANGSTROM_PER_CM = constants.centi / constants.angstrom

# Posed data
thickness_mm = 1.0
rho = 7.2                 # g/cm3
c0, cb = 0.05, 0.01       # mass fractions
k = 1.0e-12               # g2/cm4/s
# Round model parameters
D = 1.0e6                 # angstrom2/s
tau = 1.0e6               # s

half_cm = 0.5 * thickness_mm * constants.milli / constants.centi
half_A = half_cm * ANGSTROM_PER_CM

# Derived formulas
s = 2 * M_AL / (3 * M_O)
areal_mass = rho * half_cm
al_loss = areal_mass * (c0 - cb) / (1 - cb)
oxygen_gain = al_loss / s
t_B = oxygen_gain**2 / k
al_loss_simple = areal_mass * (c0 - cb)
t_simple = (al_loss_simple / s)**2 / k


def integrated_time(depth_cm, rate_factor):
    """Integrate dw/dt = rate_factor*k/w, removing 2 Al atoms per 3 O atoms,
    until the remaining alloy has Al mass fraction cb."""
    mass = rho * depth_cm
    other_metal = mass * (1 - c0)

    def rates(t, state):
        oxygen_rate = rate_factor * k / state[0]
        moles_al_rate = (oxygen_rate / M_O) * 2 / 3
        return [oxygen_rate, -moles_al_rate * M_AL]

    def threshold(t, state):
        return state[1] / (state[1] + other_metal) - cb
    threshold.terminal = True
    w_start = 1.0e-7
    t_start = w_start**2 / (2 * rate_factor * k)
    run = solve_ivp(rates, (t_start, 1.0e10), [w_start, mass * c0],
                    method="DOP853", events=threshold,
                    rtol=1e-10, atol=1e-14)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0]


t_numeric = integrated_time(half_cm, 0.5)
t_one_face = integrated_time(2 * half_cm, 0.5)
t_other_convention = integrated_time(half_cm, 1.0)
# The tiny starting scale neglects an Al loss of relative size 1e-5.
assert abs(t_numeric / t_B - 1) < 1e-4
assert abs(t_one_face / t_B - 4) < 4e-4
assert abs(t_other_convention / t_B - 0.5) < 1e-4
assert abs(t_simple / t_numeric - (1 - cb)**2) < 1e-4


def surface_history(diffusivity, intervals=200, steps=6000):
    """Finite-volume diffusion in the half sheet. Length unit L, time unit
    t_B; deficit 1 means that the threshold content is reached. The first
    node is the mid-plane and the last node is the surface; both own half
    a cell, so the surface value is an unknown of the linear system."""
    d = diffusivity * t_B / half_A**2
    h = 1.0 / intervals
    root_time = np.linspace(0, 1, steps + 1)
    times = root_time**2
    deficit = np.zeros(intervals + 1)
    surface = np.zeros(steps + 1)
    for i in range(steps):
        dt = times[i + 1] - times[i]
        removed = root_time[i + 1] - root_time[i]
        r = d * dt / h**2
        band = np.zeros((3, intervals + 1))
        band[0, 1:] = -r
        band[0, 1] = -2 * r
        band[1] = 1 + 2 * r
        band[2, :-1] = -r
        band[2, -2] = -2 * r
        source = deficit.copy()
        source[-1] += removed / (h / 2)
        deficit = solve_banded((1, 1), band, source)
        surface[i + 1] = deficit[-1]
    mean = h * (deficit.sum() - 0.5 * (deficit[0] + deficit[-1]))
    assert abs(mean - 1) < 1e-8
    return times, surface


def first_crossing(times, surface):
    j = int(np.argmax(surface >= 1))
    assert j > 0
    part = (1 - surface[j - 1]) / (surface[j] - surface[j - 1])
    return t_B * (times[j - 1] + part * (times[j] - times[j - 1]))


def surface_time_formula(diffusivity):
    e = half_A**2 / (6 * diffusivity * t_B)
    return t_B * ((1 + np.sqrt(1 - 4 * e)) / 2)**2


times, surface = surface_history(D)
t_surface_numeric = first_crossing(times, surface)
t_surface = surface_time_formula(D)
shift = half_A**2 / (3 * D)
# Neglected higher terms and the time step are both of order 1e-4.
assert abs(t_surface_numeric / t_surface - 1) < 1e-3
assert abs((t_B - t_surface_numeric) / shift - 1) < 0.05
times4, surface4 = surface_history(4 * D)
t_surface4 = first_crossing(times4, surface4)
assert abs(t_surface4 / surface_time_formula(4 * D) - 1) < 1e-3

# Early surface dip, before diffusion reaches the mid-plane
dip = 0.5 * half_A * np.sqrt(np.pi / (D * t_B))
early = 0.02 * half_A**2 / (D * t_B)
dip_numeric = np.interp(early, times, surface)
# First-order time stepping is accurate to about one percent this early.
assert abs(dip_numeric / dip - 1) < 0.03
assert dip < 1


def spalling_march(period, substeps=2000):
    """Grow the scale in small time steps, drop it after every period."""
    dt = period / substeps
    al, rest = areal_mass * c0, areal_mass * (1 - c0)
    count, scale = 0, 0.0
    while al / (al + rest) > cb:
        grown = np.sqrt(scale**2 + k * dt)
        al -= (grown - scale) / M_O * 2 / 3 * M_AL
        scale = grown
        count += 1
        if count % substeps == 0:
            scale = 0.0
    return count * dt, dt


def spalling_formula(period):
    cycles = oxygen_gain / np.sqrt(k * period)
    whole = np.floor(cycles)
    return period * (whole + (cycles - whole)**2), cycles


for period in (tau, 3.3 * tau):
    marched, dt = spalling_march(period)
    formula, _ = spalling_formula(period)
    assert abs(marched - formula) < 2 * dt
    gap = np.sqrt(t_B * period) - marched
    assert -2 * dt < gap < period / 4 + 2 * dt
t_spall, cycles = spalling_formula(tau)
t_spall_numeric, _ = spalling_march(tau)
t_geometric = np.sqrt(t_B * tau)
D_min = half_A**2 / (3 * 0.1 * t_B)

print(f"sheet thickness: {thickness_mm:.1f} mm")
print(f"half thickness L: {half_A:.3e} angstrom")
print(f"angstrom per cm: {ANGSTROM_PER_CM:.1e}")
print(f"alloy density: {rho:.1f} g/cm3")
print(f"initial Al content: {100*c0:.1f} wt%")
print(f"threshold Al content: {100*cb:.1f} wt%")
print(f"parabolic constant k: {k:.1e} g2/cm4/s")
print(f"molar mass O: {M_O:.3f} g/mol")
print(f"molar mass Al: {M_AL:.3f} g/mol")
print(f"Al consumed per O taken up, s: {s:.4f} (mass ratio)")
print(f"alloy mass per face: {areal_mass:.4f} g/cm2")
print(f"Al loss per face, simple: {al_loss_simple:.6f} g/cm2")
print(f"Al loss per face, full balance: {al_loss:.6f} g/cm2")
print(f"oxygen gain per face: {oxygen_gain:.6f} g/cm2")
print(f"time, simple balance: {t_simple:.4e} s")
print(f"breakaway time t_B: {t_B:.4e} s")
print(f"breakaway time t_B: {t_B/constants.hour:.3e} h")
print(f"t_B by integration: {t_numeric:.4e} s")
print(f"simple/full time ratio: {t_simple/t_B:.4f}")
print(f"time, attack on one face only: {t_one_face:.4e} s")
print(f"time if gain squared = 2kt: {t_other_convention:.4e} s")
print(f"alloy diffusivity D: {D:.1e} angstrom2/s")
print(f"first-order surface shift L^2/(3D): {shift:.3e} s")
print(f"parameter e = L^2/(6 D t_B): {half_A**2/(6*D*t_B):.5f}")
print(f"surface threshold time, formula: {t_surface:.4e} s")
print(f"surface threshold time, diffusion: {t_surface_numeric:.4e} s")
print(f"D for a first-order shift of 10%: {D_min:.2e} angstrom2/s")
print(f"early dip / allowed deficit, formula: {dip:.3f}")
print(f"early dip / allowed deficit, diffusion: {dip_numeric:.3f}")
print(f"early surface Al content: {100*(c0-(c0-cb)*dip):.2f} wt%")
print(f"spalling period tau: {tau:.1e} s")
print(f"oxygen gain per full period: {np.sqrt(k*tau):.2e} g/cm2")
print(f"periods n+f to threshold: {cycles:.3f}")
print(f"spalling time, n+f^2 formula: {t_spall:.4e} s")
print(f"spalling time, marched: {t_spall_numeric:.4e} s")
print(f"geometric mean of t_B and tau: {t_geometric:.4e} s")
print(f"intact/spalling time ratio: {t_B/t_spall:.2f}")
print("verified")
```

Running it gives:

```
sheet thickness: 1.0 mm
half thickness L: 5.000e+06 angstrom
angstrom per cm: 1.0e+08
alloy density: 7.2 g/cm3
initial Al content: 5.0 wt%
threshold Al content: 1.0 wt%
parabolic constant k: 1.0e-12 g2/cm4/s
molar mass O: 15.999 g/mol
molar mass Al: 26.982 g/mol
Al consumed per O taken up, s: 1.1243 (mass ratio)
alloy mass per face: 0.3600 g/cm2
Al loss per face, simple: 0.014400 g/cm2
Al loss per face, full balance: 0.014545 g/cm2
oxygen gain per face: 0.012937 g/cm2
time, simple balance: 1.6404e+08 s
breakaway time t_B: 1.6737e+08 s
breakaway time t_B: 4.649e+04 h
t_B by integration: 1.6738e+08 s
simple/full time ratio: 0.9801
time, attack on one face only: 6.6950e+08 s
time if gain squared = 2kt: 8.3689e+07 s
alloy diffusivity D: 1.0e+06 angstrom2/s
first-order surface shift L^2/(3D): 8.333e+06 s
parameter e = L^2/(6 D t_B): 0.02489
surface threshold time, formula: 1.5893e+08 s
surface threshold time, diffusion: 1.5889e+08 s
D for a first-order shift of 10%: 4.98e+05 angstrom2/s
early dip / allowed deficit, formula: 0.343
early dip / allowed deficit, diffusion: 0.343
early surface Al content: 3.63 wt%
spalling period tau: 1.0e+06 s
oxygen gain per full period: 1.00e-03 g/cm2
periods n+f to threshold: 12.937
spalling time, n+f^2 formula: 1.2879e+07 s
spalling time, marched: 1.2879e+07 s
geometric mean of t_B and tau: 1.2937e+07 s
intact/spalling time ratio: 13.00
verified
```
